# Canonical versus Fermi-Dirac occupations for a fixed number of noninteracting electrons, part 2

A manuscript describes an isolated molecule with exactly \(N\) electrons by Fermi-Dirac occupations \(f_i=zx_i/(1+zx_i)\), \(z=e^{\beta\mu}\); its step (c) chooses \(\mu\) so that \(\sum_if_i=N\). For H\(_3^+\) at \(kT=2\) eV it finds 0.058 electrons in \(1e'\), activated with half the gap. This comment tests it against the canonical occupations \(n_i\) at fixed \(N\); a program checks the results.

The \(M\) spin-orbitals have given energies \(\varepsilon_i\) and occupation numbers \(\nu_i\in\{0,1\}\); \(\beta=1/kT\), \(x_i=e^{-\beta\varepsilon_i}\). Energies are in eV, entropies in \(k_B\), \(F=U-kT\,S\). The canonical sum \(Z_N\) and grand-canonical sum \(\Xi\) give \(F_N=-kT\ln Z_N\), \(\Omega=-kT\ln\Xi\), \(\mu_N=F_N-F_{N-1}\); \(P(N)\) is the grand-canonical probability of \(N\) electrons. \(Z^{(i)}_k\) is \(Z_k\) without level \(i\), \(e''_k\) without \(i\) and \(j\). Adding a level of weight \(x\) turns the sums \(c_k\) into \(b_k=c_k+xc_{k-1}\).

\[\Xi(z) = \sum_{N=0}^M z^N Z_N, \qquad P(N) = \frac{z^N Z_N}{\Xi}, \qquad f_i = \sum_N P(N)\,n_i(N), \tag{1}\]
\[F_N = \Omega + \mu N - kT\ln P(N) > \Omega + \mu N. \tag{2}\]
\[Z_N = \frac1N\sum_{k=1}^N(-1)^{k+1}Z_1(k\beta)\,Z_{N-k}(\beta), \qquad Z_0 = 1. \tag{3}\]
\[Z_N = Z^{(i)}_N + x_iZ^{(i)}_{N-1}, \qquad n_i(N) = \frac{x_iZ^{(i)}_{N-1}}{Z_N}, \qquad 1-n_i(N) = \frac{Z^{(i)}_N}{Z_N}. \tag{4}\]
\[n_i(N) = \sum_{k=1}^N(-1)^{k+1}x_i^k\,\frac{Z_{N-k}}{Z_N}. \tag{5}\]
\[n_i(N) = a_i\,[1-n_i(N-1)], \qquad a_i = e^{-\beta(\varepsilon_i-\mu_N)}. \tag{6}\]
\[n_i(N-1) < \frac{1}{1+e^{\beta(\varepsilon_i-\mu_N)}} < n_i(N). \tag{7}\]
With \(\operatorname{logit}n=\ln[n/(1-n)]\) and level potentials \(\mu_i\) defined by \(\operatorname{logit}n_i=\beta(\mu_i-\varepsilon_i)\), for \(\varepsilon_i<\varepsilon_j\)
\[\operatorname{logit}n_i - \operatorname{logit}n_j > \beta(\varepsilon_j-\varepsilon_i). \tag{9}\]
With \(p_{11},p_{10},p_{01},p_{00}\) the joint probabilities that \(i,j\) are filled (1) or empty (0),
\[\langle\nu_i\nu_j\rangle - n_in_j = p_{11} - (p_{11}+p_{10})(p_{11}+p_{01}) = p_{11}p_{00}-p_{10}p_{01} = -x_ix_j\frac{e''^{\,2}_{N-1}-e''_{N-2}e''_N}{Z_N^2} < 0. \tag{11}\]
Unless all levels are degenerate (then \(n_i=f_i=N/M\)), the canonical entropy \(S_{\rm can}\) and \(S_{\rm bin}[n]=-\sum_i[n_i\ln n_i+(1-n_i)\ln(1-n_i)]\) obey
\[S_{\rm can} < S_{\rm bin}[n] < S_{\rm bin}[f]. \tag{12}\]
For a closed shell at low \(T\), with highest filled and lowest empty levels of degeneracy \(g_0\), \(g_1\), gap \(\Delta\) and \(y=e^{-\beta\Delta}\), the upper-level occupations obey
\[n_1 \to g_0e^{-\beta\Delta}, \qquad f_1 = zy \to \sqrt{g_0/g_1}\,e^{-\beta\Delta/2}, \qquad \mu\to\frac\Delta2+\frac{kT}2\ln\frac{g_0}{g_1}. \tag{13}\]

## 6. The manuscript's example redone

The levels are the ground-state Kohn-Sham eigenvalues of equilateral H\(_3^+\) in the spin-restricted LDA (Slater exchange, VWN5 correlation) with the cc-pVDZ basis, at the side length optimised at that level, \(R=1.751\) bohr \(=0.9266\) Å. They are \(\varepsilon(1a_1')=-25.526\) eV and \(\varepsilon(1e')=-10.070\) eV, with the next level at \(-1.280\) eV. Nuclei are clamped and the levels are frozen, without thermal self-consistency. The gap of about 15.5 eV belongs to this functional and this small basis; further digits are carried only so that the arithmetic can be followed. The values are not converged in the basis: the cc-pVTZ optimum is \(R=1.712\) bohr, where aug-cc-pVTZ and aug-cc-pVQZ give a gap of 15.81 eV and place the next level near \(-5.7\) eV. With that gap the six-level populations of \(e'\) computed below become 0.0029 (canonical) and 0.053 (Fermi-Dirac), and their ratio becomes 18.1 in place of 16.5. Keep the two \(a_1'\) spin-orbitals (label \(a\), energy zero) and the four \(e'\) spin-orbitals (label \(e\), energy \(\Delta=15.4564\) eV), with \(N=2\) and \(kT=2\) eV (23209 K), so \(\beta\Delta=7.7282\) and \(y=4.40232\times10^{-4}\).

Equation (3) needs \(Z_1(\beta)=2+4y=2.001761\) and \(Z_1(2\beta)=2+4y^2=2.000001\):
\[
Z_2=\tfrac12[Z_1(\beta)^2-Z_1(2\beta)]=\tfrac12[4.007047-2.000001]=1.003523,
\]
in closed form \(\tfrac12[2+16y+12y^2]=1+8y+6y^2\), which counts the 1, 8 and 6 states with no, one and two electrons in \(e'\). Equation (5) gives
\[
n_e=\frac{yZ_1-y^2}{Z_2}=\frac{2y+3y^2}{Z_2}=\frac{8.81045\times10^{-4}}{1.003523}=8.7795\times10^{-4},
\]
and \(n_a=1-2n_e=0.998244\) from \(2n_a+4n_e=2\).

For the Fermi function, step (c) reads \(z/(1+z)+2zy/(1+zy)=1\), or \(2zy/(1+zy)=1/(1+z)\). Cross-multiplying, \(2zy+2yz^2=1+zy\), so \(2yz^2+yz-1=0\) with positive root
\[
z=\frac{-y+\sqrt{y^2+8y}}{4y}=\frac{-0.0004402+0.0593469}{0.00176093}=33.452.
\]
Then \(\mu=kT\ln z=7.020\) eV, \(f_a=z/(1+z)=0.970974\), and with \(zy=0.0147266\), \(f_e=0.0147266/1.0147266=1.45129\times10^{-2}\).

| quantity | canonical | Fermi-Dirac |
|---|---|---|
| occupation of one \(e'\) spin-orbital | \(8.780\times10^{-4}\) | \(1.4513\times10^{-2}\) |
| electrons in \(e'\) | 0.00351 | 0.0581 |
| \(U\) (eV) | 0.0543 | 0.8973 |
| \(S\) | 0.0307 | 0.5660 |
| \(F_2\) or \(\Omega+\mu N\) (eV) | \(-0.0070\) | \(-0.2348\) |

The manuscript's population, and with it the excitation energy \(U=4\Delta n_e\), is 16.5 times the canonical value. The chain (12) reads \(0.0307<0.0540<0.5660\). The covariance (11) of an \(a\) and an \(e\) spin-orbital follows from the four remaining levels, \(e''_0=1\), \(e''_1=1+3y\), \(e''_2=3y+3y^2\), as \(-y(1+3y+6y^2)/Z_2^2=-4.377\times10^{-4}\).

Equation (1) shows where the excess comes from. The sectors \(N=0,\dots,4\) have \(P=0.00079,\ 0.05321,\ 0.89237,\ 0.05245,\ 0.00116\), so the ensemble has two electrons with probability 0.892 only, and (2) is \(-0.2348+0.2277=-0.0070\) eV up to rounding. With \(n_e(N)=0.00022,\ 0.00088,\ 0.25033,\ 0.50015\) for \(N=1,\dots,4\), the contributions \(P(N)n_e(N)\) are \(0.00001,\ 0.00078,\ 0.01313,\ 0.00058\) (the second from the unrounded \(n_e(2)=8.7795\times10^{-4}\)). The five-electron sector, with \(Z_5\approx4y^3\), \(P(5)\approx4(zy)^3P(2)/Z_2=1.1\times10^{-5}\) and \(n_e(5)\approx3/4\), adds \(0.00001\), and the total is \(0.01451=f_e\). About 90% of the Fermi-Dirac \(e'\) population belongs to three-electron states, in which the Pauli principle forces one electron into \(e'\).

The level-dependent potentials are \(\mu_a=12.686\) eV and \(\mu_e=1.382\) eV, on either side of \(\mu=7.020\) eV and ordered as (9) requires. They lie close to \(\mu_3=12.688\) eV and \(\mu_2=1.381\) eV, and (6) explains this. Dividing (6) by \(1-n_i(N)\) gives \(\mu_i=\mu_N+kT\ln\{[1-n_i(N-1)]/[1-n_i(N)]\}\); for the nearly empty level the logarithm is close to \(n_e(2)-n_e(1)=8.78\times10^{-4}-2.20\times10^{-4}\), a shift of \(+0.0013\) eV. Writing (6) at \(N+1\) and solving for \(1-n_i(N)\) gives \(\mu_i=\mu_{N+1}+kT\ln[n_i(N)/n_i(N+1)]\); with \(n_a(3)=(3-4\times0.25033)/2=0.99934\) the shift is \(2\ln(0.998244/0.99934)=-0.0022\) eV. An electron in \(e'\) is the second electron added to a one-electron system, and a hole in \(a_1'\) is an electron taken from a three-electron system. The value \(\mu_2=kT\ln(Z_1/Z_2)=2\ln(2.001761/1.003523)\) is positive although the level lies at zero, because filling the shell removes the twofold spin degeneracy. The bound (7) reads \(2.199\times10^{-4}<8.774\times10^{-4}<8.780\times10^{-4}\) for \(e\) and \(0.4996<0.6661<0.9982\) for \(a\). Its upper side comes from replacing \(1-n_i(N-1)\) by \(1-n_i(N)\) in (6); it is nearly attained for \(e\), where this factor changes only from 0.99978 to 0.99912, and far from attained for \(a\), where it falls from 0.5004 to 0.0018.

The limits (13) with \(g_0=2\), \(g_1=4\) are \(2y=8.805\times10^{-4}\) and \(s=\sqrt{y/2}=1.4836\times10^{-2}\), above the exact values by 0.3% and 2.2% of those values. The closed forms account for both. First, \(n_e=2y(1+\tfrac32y)(1-8y+\dots)=2y(1-6.5y+\dots)\) with \(6.5y=0.0029\). Second, \(zy=s-y/4+\dots\) and \(f_e=zy-(zy)^2+\dots=s-y/4-y/2=s(1-\tfrac32s)\), using \(y=2s^2\), with \(\tfrac32s=0.022\). At \(kT=0.5\) eV, \(n_e=7.51\times10^{-14}\) and \(f_e=1.37\times10^{-7}\), a ratio of \(1.82\times10^6=e^{15.4564}/\sqrt8\). The slopes \(-d\ln(\text{occupation})/d\beta\), taken by finite differences, are 15.456 eV and 7.728 eV; the program asserts agreement with \(\Delta\) and \(\Delta/2\) to 0.1%.

Keeping all 15 orbitals of the basis at \(kT=2\) eV lowers \(n_e\) to \(8.77936\times10^{-4}\), by 2 parts in \(10^5\), and \(f_e\) to \(1.44640\times10^{-2}\), by 0.3%; the ratio becomes 16.475. These shifts are small because cc-pVDZ places the next level 8.8 eV above \(1e'\). With diffuse functions (aug-cc-pVDZ to aug-cc-pVQZ) it lies only 4 to 5 eV above, about \(2kT\), and keeping all orbitals lowers \(f_e\) by 5 to 7% and \(n_e\) by about 3 parts in \(10^4\); the ratio then lies between 15 and 17, depending on basis and side length. The truncation to six spin-orbitals does not create the discrepancy.

## 7. When the manuscript's form becomes correct

The appeal to equivalence of ensembles needs a control parameter. The canonical average is the grand-canonical one restricted to a sector, \(n_i=\langle\nu_i\delta_{\hat N,N}\rangle/\langle\delta_{\hat N,N}\rangle\) with \(\hat N=\sum_j\nu_j\), and \(\delta_{\hat N,N}=\int_{-\pi}^\pi e^{i\varphi(\hat N-N)}d\varphi/2\pi\). Grand-canonical occupations are independent, so \(\langle e^{i\varphi\hat N}\rangle=W(\varphi)=\prod_j(1-f_j+f_je^{i\varphi})\), and an inserted \(\nu_i\) replaces factor \(i\) by \(f_ie^{i\varphi}\):
\[
n_i=\frac{\int d\varphi\,e^{-iN\varphi}W(\varphi)f_i(\varphi)}{\int d\varphi\,e^{-iN\varphi}W(\varphi)},\qquad f_i(\varphi)=\frac{f_ie^{i\varphi}}{1-f_i+f_ie^{i\varphi}}=\frac{zx_ie^{i\varphi}}{1+zx_ie^{i\varphi}}. \tag{14}
\]
This is exact, and the program asserts it. With \(\alpha=\beta\mu\), \(f_i(\varphi)\) is the Fermi function at \(\alpha+i\varphi\) and \(W=\Xi(\alpha+i\varphi)/\Xi(\alpha)\). Primes denote \(d/d\alpha\): \(f'=f(1-f)\), \(f''=f'(1-2f)\). The cumulants of \(\hat N\) are \(\kappa_m=d^m\ln\Xi/d\alpha^m\), so \(\kappa_1=\sum f=N\), \(\kappa_2=\sum f'\), \(\kappa_3=\sum f''\). Every derivative of \(f\) is \(f'\) times a polynomial in \(f\), so \(|\kappa_m|\) is at most a constant times \(\kappa_2\).

Each factor of \(W\) has squared modulus \(1-2f'_j(1-\cos\varphi)\le e^{-2f'_j(1-\cos\varphi)}\), hence \(|W|\le e^{-\kappa_2(1-\cos\varphi)}\). For \(\kappa_2\gg1\) only \(|\varphi|\sim\kappa_2^{-1/2}\) contributes; the numerator obeys the same bound with one factor missing. There \(\ln W=i\kappa_1\varphi-\kappa_2\varphi^2/2-i\kappa_3\varphi^3/6+\dots\), the linear term cancels against \(e^{-iN\varphi}\), and the weight is
\[
e^{-\kappa_2\varphi^2/2}\,[\,1-i\kappa_3\varphi^3/6+O(\kappa_2^{-1})\,].
\]
The terms of order \(\kappa_2^{-1}\), \(\kappa_4\varphi^4/24\) and \(-\kappa_3^2\varphi^6/72\), are even in \(\varphi\). The Gaussian moments of \(\varphi^2\), \(\varphi^4\), \(\varphi^6\) are \(1/\kappa_2\), \(3/\kappa_2^2\), \(15/\kappa_2^3\). The weighted averages are therefore \(\langle\varphi\rangle=-i(\kappa_3/6)(3/\kappa_2^2)=-i\kappa_3/(2\kappa_2^2)\) and \(\langle\varphi^2\rangle=1/\kappa_2\), each up to \(O(\kappa_2^{-2})\), while \(\langle\varphi^3\rangle\approx-i(\kappa_3/6)(15/\kappa_2^3)\) and \(\langle\varphi^4\rangle\) are themselves \(O(\kappa_2^{-2})\). Averaging \(f_i(\varphi)=f_i+i\varphi f_i'-\varphi^2f_i''/2+\dots\), with \(i\cdot(-i)=1\),
\[
n_i-f_i=-\frac{f_i''}{2\kappa_2}+\frac{f_i'\kappa_3}{2\kappa_2^2}+O(\kappa_2^{-2}). \tag{15}
\]
Summed over \(i\) the two terms cancel, as \(\sum_id_i=0\) demands. On a three-level model the program asserts that the remainder falls by a factor between 3.5 and 4.5 when the system is doubled, and that omitting the \(\kappa_3\) term raises it more than tenfold.

The control parameter is the number variance \(\kappa_2\), not \(N\): filled core levels add to \(N\) and practically nothing to \(\kappa_2\). For a density of spin-orbitals \(D\) that is constant over several \(kT\) around \(\mu\), \(f(1-f)=-kT\,df/d\varepsilon\) gives \(\kappa_2=D\,kT\), so the condition is \(kT\) large against the level spacing. The condition \(\kappa_2\gg1\) is sufficient. The occupations also approach each other when \(kT\) exceeds the spread of a finite spectrum, which is the degenerate case of section 3.

For H\(_3^+\) at \(kT=2\) eV, \(\kappa_2=0.11358\) and \(\kappa_3=0.00245\), far from the regime of (15). Take \(g\) copies of the six levels sharing \(2g\) electrons, which leaves \(f_e\) unchanged and multiplies the cumulants by \(g\). For \(g=1000\), \(f_e'=0.014302\) and \(f_e''=0.013887\), so (15) gives \(-0.013887/(2\times113.576)+0.014302\times2.45/(2\times113.576^2)=-6.114\times10^{-5}+0.136\times10^{-5}=-5.978\times10^{-5}\).

| \(g\) | \(\kappa_2\) | \(n_e\) | \(n_e-f_e\) | eq. (15) |
|---|---|---|---|---|
| 1 | 0.114 | \(8.780\times10^{-4}\) | \(-1.3635\times10^{-2}\) | \(-5.978\times10^{-2}\) |
| 10 | 1.136 | \(7.464\times10^{-3}\) | \(-7.049\times10^{-3}\) | \(-5.978\times10^{-3}\) |
| 100 | 11.36 | \(1.3901\times10^{-2}\) | \(-6.122\times10^{-4}\) | \(-5.978\times10^{-4}\) |
| 1000 | 113.6 | \(1.4453\times10^{-2}\) | \(-5.991\times10^{-5}\) | \(-5.978\times10^{-5}\) |

At \(g=1\) the correction exceeds \(f_e\) itself and would give a negative occupation, so (15) cannot repair the single-molecule result. Relative to the exact difference it is off by 15%, 2.4% and 0.2% at \(g=10\), 100 and 1000. With 200 electrons (\(g=100\)) the canonical \(n_e\) still lies 4% of \(f_e\) below \(f_e\). These copies exchange electrons at the price of frozen orbital energies alone. Real separated molecules pay a charging energy for it, which this model omits, so the table shows the convergence of the noninteracting occupations and is not a prediction for a gas of ions. The total free energies do not converge: the leading Gaussian weight gives \(P(N)\approx(2\pi\kappa_2)^{-1/2}\), and by (2) \(F_N-(\Omega+\mu N)\approx\tfrac12kT\ln(2\pi\kappa_2)\), which grows with \(g\) and vanishes only per electron.

## 8. A caution on implementing the recursion

Equations (3) and (5) alternate in sign. At low temperature \(Z_1(k\beta)\approx g_{\min}e^{-k\beta\varepsilon_{\min}}\), with \(g_{\min}\) the degeneracy of the lowest level, so \(Z_N\) is assembled from quantities that scale with temperature as \(e^{-N\beta\varepsilon_{\min}}\), while its value is about \(e^{-\beta E_0(N)}\), with \(E_0\) the ground-state energy. As \(T\) falls, the magnification of rounding errors therefore grows like \(e^{\beta(E_0-N\varepsilon_{\min})}\), up to a prefactor that this estimate does not fix. In the example above both electrons sit in the lowest level and this exponential factor is one. For model levels \(0,1,\dots,11\) eV with \(N=6\), \(E_0=15\) eV. At \(kT=5\) eV the recursion in double precision gives the correct \(Z_6=2.6635\). At \(kT=0.25\) eV the factor is \(e^{60}=1.14\times10^{26}\), beyond the sixteen digits available, and the recursion returned exactly zero in place of \(8.9229\times10^{-27}\). Adding one level at a time, \(b_k=c_k+xc_{k-1}\), sums positive terms only and agrees with the extended-precision value to better than \(10^{-12}\) in relative terms at both temperatures; the occupations then follow from (4) without subtraction.

## Recommendation

The calculation can stand as a noninteracting model of an open system if the manuscript declares contact with an electron reservoir at mean number \(N\) and reports \(\kappa_2\). This \(\kappa_2\) is the number variance of the noninteracting reference; electron repulsion, which the model omits, can make that of the real molecule very different. If the system is meant to be closed, a noninteracting reference system at fixed \(N\) is the direct choice, with (4) for the occupations in the density \(\sum_in_i|\psi_i(\mathbf r)|^2\) and \(S_{\rm can}=\ln Z_N+\beta U_{\rm can}\) for the entropy. The remaining exchange-correlation free energy is then defined relative to that reference and need not equal the grand-canonical functional, and the existence of a potential reproducing the canonical density is an assumption to be stated. The results above hold for given levels; how self-consistency shifts the levels in either ensemble is a separate question that the authors should address by calculation.

## Calculated quantities

```
degenerate pair N=1: n = 0.500, f = 0.500, S_can = 0.6931 kB, S_FD = 1.3863 kB
ladder 0..11 eV, N=6, kT=5.0 eV: Z6 exact 2.6635e+00, alternating 2.6635e+00, by level 2.6635e+00
ladder 0..11 eV, N=6, kT=0.25 eV: Z6 exact 8.9229e-27, alternating 0.0000e+00, by level 8.9229e-27
ladder loss factor exp(beta(E0-N eps_min)) at kT=0.25 eV: 1.14e+26
H3+ side R = 1.751 bohr = 0.9266 angstrom
eps(1a1') = -25.526 eV, eps(1e') = -10.070 eV, next = -1.280 eV
gap Delta = 15.4564 eV, Delta/2 = 7.7282 eV; energies below measured from 1a1'
kT = 2.0 eV, T = 23209 K, beta*Delta = 7.7282, y = 4.40232e-04
Z1(beta) = 2.001761, Z1(2beta) = 2.000001, Z2 = 1.003523
canonical: n_a = 0.998244, n_e = 8.77952e-04, electrons in e' = 3.51181e-03
FD: z = 33.4520, mu = 7.0202 eV, f_a = 0.970974, f_e = 1.45129e-02
FD electrons in e' = 5.80517e-02, ratio f_e/n_e = 16.530
low-T forms: 2y = 8.80463e-04, sqrt(y/2) = 1.48363e-02
level mu_i: a = 12.6860 eV, e = 1.3823 eV
mu_2 = F2-F1 = 1.3810 eV, mu_3 = F3-F2 = 12.6882 eV
sandwich a: n(1) = 0.49956, f(mu_2) = 0.66608, n(2) = 0.99824
sandwich e: n(1) = 2.1992e-04, f(mu_2) = 8.7737e-04, n(2) = 8.7795e-04
canonical covariance of n_a and n_e = -4.3772e-04
U_can = 0.05428 eV, U_GC = 0.89727 eV
S_can = 0.03066 kB, S_bin[n] = 0.05402 kB, S_bin[f] = 0.56602 kB
F_2 = -0.00703 eV, Omega+mu N = -0.23478 eV, -kT ln P(2) = 0.22774 eV
P(0..4) = 0.00079, 0.05321, 0.89237, 0.05245, 0.00116
n_e(N=1..4) = 0.00022, 0.00088, 0.25033, 0.50015
k2 = 0.11358, k3 = 0.00245 (per molecule)
all 15 orbitals: n_e = 8.77936e-04, f_e = 1.44640e-02, ratio = 16.475
kT = 0.5 eV: n_e = 7.5120e-14, f_e = 1.3704e-07, ratio = 1.824e+06
kT = 0.5 eV: activation energy canonical 15.4564 eV, FD 7.7282 eV
g = 1: k2 = 0.114, n_e = 8.77952e-04, n_e-f_e = -1.3635e-02, predicted -5.9776e-02
g = 10: k2 = 1.136, n_e = 7.46406e-03, n_e-f_e = -7.0489e-03, predicted -5.9776e-03
g = 100: k2 = 11.358, n_e = 1.39008e-02, n_e-f_e = -6.1217e-04, predicted -5.9776e-04
g = 1000: k2 = 113.576, n_e = 1.44530e-02, n_e-f_e = -5.9908e-05, predicted -5.9776e-05
```
